**Double-barrier transmission and its Breit-Wigner limit**

The program tests T = T1T2/(1 + R1R2 − 2√(R1R2) cos θ), where T_i and R_i are the transmission and reflection probabilities of barrier i and θ is the round-trip phase in the well. The reference is a direct solution of the matching equations for the whole potential. For asymmetric stepped barriers the program asserts agreement within 10⁻⁹, and the largest difference found is 2.0 × 10⁻¹⁵; using the reflection phase from the wrong side of barrier 1 gives errors up to 0.75. It also asserts the closed-form amplitudes of a rectangular barrier, the convergence of the path sum, and complete transmission at resonance for equal barriers.

Near resonance the partial widths are Γ_i = ħνT_i, where 1/ν = ħ dθ/dE includes the reflection delays. In the example Γ1 + Γ2 = 0.001675 eV, while the directly computed half-maximum width and the width from the complex pole are both 0.001694 eV; the program asserts agreement within 2%. Replacing ν by v/(2w), with v the speed and w the well width, gives 0.002405 eV. The largest Breit-Wigner error within three widths of resonance falls from 0.76% to 0.05% of the peak height when both barriers are made 3 Å thicker.

## Numerical check

```python
"""Resonant tunnelling through two barriers in one dimension.

Result under test:
  T = T1 T2 / (1 + R1 R2 - 2 sqrt(R1 R2) cos theta),
  theta = 2 k w + arg r1' + arg r2,
and, near theta = 2 pi n with small T1 and T2,
  T ~ G1 G2 / ((E - Er)^2 + (G1 + G2)^2 / 4),
  Gi = hbar nu Ti,  1/nu = hbar dtheta/dE.
Symbols: Ti, Ri = transmission and reflection probabilities of barrier i,
r1', r2 = reflection amplitudes seen from inside the well, w = well width,
k = wave number in the well, E = energy, Er = resonance energy,
Gi = partial width, nu = inverse round-trip time including reflection delay.
Algebra is in atomic units (hbar = m = 1). Amplitudes refer to barrier faces.
The independent reference is a direct solution of the matching equations
for the whole potential.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

EV = 1.0 / physical_constants["Hartree energy in eV"][0]
ANGSTROM = 1e-10 / physical_constants["Bohr radius"][0]

HEIGHT = 1.0 * EV
WELL = 10.0 * ANGSTROM
B1 = 5.0 * ANGSTROM
B2 = 7.0 * ANGSTROM


def matching_solution(energy, layers):
    """Return r and t for layers (potential, width), wave incident from left.

    Continuity of the wave and its slope at every interface is solved
    as one linear system. Complex energies are allowed.
    """
    n = len(layers)
    k = np.sqrt(2 * energy + 0j)
    matrix = np.zeros((2 * n + 2, 2 * n + 2), dtype=complex)
    source = np.zeros(2 * n + 2, dtype=complex)
    matrix[0, 0], matrix[1, 0] = 1, -k
    source[0], source[1] = -1, -k
    for j, (potential, width) in enumerate(layers):
        q = np.sqrt(2 * (energy - potential) + 0j)
        phase = np.exp(1j * q * width)
        c = 1 + 2 * j
        matrix[2 * j, c:c + 2] = [-1, -1]
        matrix[2 * j + 1, c:c + 2] = [-q, q]
        matrix[2 * j + 2, c:c + 2] = [phase, 1 / phase]
        matrix[2 * j + 3, c:c + 2] = [q * phase, -q / phase]
    matrix[2 * n, 2 * n + 1] = -1
    matrix[2 * n + 1, 2 * n + 1] = -k
    solution = np.linalg.solve(matrix, source)
    return solution[0], solution[-1]


def rectangular_barrier(energy, width):
    """Closed-form r and t of one rectangular barrier, for energy < HEIGHT."""
    k = np.sqrt(2 * energy)
    kappa = np.sqrt(2 * (HEIGHT - energy))
    s, c = np.sinh(kappa * width), np.cosh(kappa * width)
    denominator = c + 0.5j * (kappa / k - k / kappa) * s
    r = -0.5j * (kappa / k + k / kappa) * s / denominator
    return r, 1 / denominator


def interference_formula(T1, T2, theta):
    R1, R2 = 1 - T1, 1 - T2
    return T1 * T2 / (1 + R1 * R2 - 2 * np.sqrt(R1 * R2) * np.cos(theta))


def round_trip_phase(energy, b1, b2):
    """theta reduced to the interval from -pi to pi."""
    r1 = rectangular_barrier(energy, b1)[0]
    r2 = rectangular_barrier(energy, b2)[0]
    return np.angle(r1 * r2 * np.exp(2j * np.sqrt(2 * energy) * WELL))


def probabilities(energy, b1, b2):
    return tuple(abs(rectangular_barrier(energy, b)[1])**2 for b in (b1, b2))


def formula_T(energy, b1, b2):
    T1, T2 = probabilities(energy, b1, b2)
    return interference_formula(T1, T2, round_trip_phase(energy, b1, b2))


def direct_T(energy, b1, b2):
    layers = [(HEIGHT, b1), (0.0, WELL), (HEIGHT, b2)]
    return abs(matching_solution(energy, layers)[1])**2


def resonance(b1, b2):
    """Return Er, nu, T1, T2 for the lowest resonance."""
    e_res = brentq(round_trip_phase, 0.10 * EV, 0.30 * EV,
                   args=(b1, b2), xtol=1e-15)
    h = 1e-5
    slope = (round_trip_phase(e_res + h, b1, b2)
             - round_trip_phase(e_res - h, b1, b2)) / (2 * h)
    return (e_res, 1 / slope) + probabilities(e_res, b1, b2)


def breit_wigner(energy, e_res, g1, g2):
    return g1 * g2 / ((energy - e_res)**2 + (g1 + g2)**2 / 4)


def breit_wigner_error(b1, b2):
    """Largest error within three widths, relative to the peak height."""
    e_res, nu, T1, T2 = resonance(b1, b2)
    g1, g2 = nu * T1, nu * T2
    grid = e_res + np.linspace(-3, 3, 121) * (g1 + g2)
    exact = np.array([direct_T(e, b1, b2) for e in grid])
    approx = breit_wigner(grid, e_res, g1, g2)
    return np.max(abs(exact - approx)) / np.max(exact)


# Exact formula for asymmetric stepped barriers, below and above their tops
left = [(1.2 * EV, 2 * ANGSTROM), (0.6 * EV, 3 * ANGSTROM)]
right = [(0.8 * EV, 2 * ANGSTROM), (1.5 * EV, 1.5 * ANGSTROM)]
formula_error = wrong_phase_error = 0.0
for energy in np.linspace(0.053, 2.947, 200) * EV:
    r1_out, t1 = matching_solution(energy, left)
    r1_in, t1_back = matching_solution(energy, left[::-1])
    r2, t2 = matching_solution(energy, right)
    assert abs(t1 - t1_back) < 1e-10
    assert abs(r1_in + np.conj(r1_out) * t1 / np.conj(t1)) < 1e-10
    assert abs(abs(r1_in)**2 + abs(t1)**2 - 1) < 1e-10
    whole = abs(matching_solution(energy, left + [(0.0, WELL)] + right)[1])**2
    travel = 2 * np.sqrt(2 * energy) * WELL
    T1, T2 = abs(t1)**2, abs(t2)**2
    good = interference_formula(T1, T2, travel + np.angle(r1_in * r2))
    bad = interference_formula(T1, T2, travel + np.angle(r1_out * r2))
    formula_error = max(formula_error, abs(good - whole))
    wrong_phase_error = max(wrong_phase_error, abs(bad - whole))
assert formula_error < 1e-9
assert wrong_phase_error > 0.01

# Closed-form amplitudes of a rectangular barrier
for energy in np.array([0.08, 0.25, 0.60, 0.90]) * EV:
    for width in (B1, B2):
        closed = rectangular_barrier(energy, width)
        solved = matching_solution(energy, [(HEIGHT, width)])
        assert np.allclose(closed, solved, rtol=0, atol=1e-10)

# Lowest resonance of the worked example
e_res, nu, T1, T2 = resonance(B1, B2)
g1, g2 = nu * T1, nu * T2
gamma = g1 + g2
k_res = np.sqrt(2 * e_res)
kappa_res = np.sqrt(2 * (HEIGHT - e_res))
nu_thick = k_res / (2 * (WELL + 2 / kappa_res))
nu_naive = k_res / (2 * WELL)
assert abs(nu_thick / nu - 1) < 0.01

# Explicit sum over paths at resonance
r1, t1 = rectangular_barrier(e_res, B1)
r2, t2 = rectangular_barrier(e_res, B2)
one_way = np.exp(1j * k_res * WELL)
paths = t1 * one_way * t2 * (r1 * r2 * one_way**2)**np.arange(4000)
path_sums = np.cumsum(paths)
whole_layers = [(HEIGHT, B1), (0.0, WELL), (HEIGHT, B2)]
t_whole = matching_solution(e_res, whole_layers)[1]
assert abs(path_sums[-1] - t_whole) < 1e-9

# Height at theta = 2 pi n, and unit transmission for equal barriers
R1, R2 = 1 - T1, 1 - T2
height_formula = 1 - ((np.sqrt(R1) - np.sqrt(R2))
                      / (1 - np.sqrt(R1 * R2)))**2
T_res = direct_T(e_res, B1, B2)
assert abs(height_formula - T_res) < 1e-9
e_sym = resonance(B1, B1)[0]
T_sym = direct_T(e_sym, B1, B1)
assert abs(T_sym - 1) < 1e-9

# Full width at half maximum of the directly computed curve
peak = minimize_scalar(lambda e: -direct_T(e, B1, B2), method="bounded",
                       bounds=(e_res - gamma, e_res + gamma),
                       options={"xatol": 1e-10})


def above_half(energy):
    return direct_T(energy, B1, B2) + peak.fun / 2


fwhm = (brentq(above_half, peak.x, peak.x + 3 * gamma, xtol=1e-14)
        - brentq(above_half, peak.x - 3 * gamma, peak.x, xtol=1e-14))
width_naive = nu_naive * (T1 + T2)
assert abs(fwhm / gamma - 1) < 0.02
assert abs(width_naive / fwhm - 1) > 0.3

# The Breit-Wigner error must shrink as both barriers become thicker
error_example = breit_wigner_error(B1, B2)
error_thick = breit_wigner_error(B1 + 3 * ANGSTROM, B2 + 3 * ANGSTROM)
assert error_example < 0.02
assert error_thick < 0.15 * error_example


# Complex pole of the transmission amplitude, found by the secant method
def inverse_amplitude(energy):
    return 1 / matching_solution(energy, whole_layers)[1]


older, pole = e_res - 0.3j * gamma, e_res - 0.45j * gamma
f_older, f_pole = inverse_amplitude(older), inverse_amplitude(pole)
step = pole - older
for _ in range(40):
    step = -f_pole * (pole - older) / (f_pole - f_older)
    older, f_older = pole, f_pole
    pole = pole + step
    if abs(step) < 1e-12:
        break
    f_pole = inverse_amplitude(pole)
assert abs(step) < 1e-12
pole_width = -2 * pole.imag
assert abs(pole_width / gamma - 1) < 0.02
assert abs(pole.real - e_res) < 0.05 * gamma

# Next to the pole, r/t is the ratio of the waves leaking left and right
r_near, t_near = matching_solution(pole + 1e-6 * gamma, whole_layers)
leak_ratio = abs(r_near / t_near)**2
assert abs(leak_ratio / (g1 / g2) - 1) < 0.03

# An energy away from resonance
e_off = 0.40 * EV
T1_off, T2_off = probabilities(e_off, B1, B2)
theta_off = round_trip_phase(e_off, B1, B2)
T_off = direct_T(e_off, B1, B2)
assert abs(T_off - formula_T(e_off, B1, B2)) < 1e-10

print(f"barrier height: {HEIGHT / EV:.2f} eV")
print(f"barrier widths: {B1 / ANGSTROM:.1f}, {B2 / ANGSTROM:.1f} angstrom")
print(f"well width: {WELL / ANGSTROM:.1f} angstrom")
print(f"stepped barriers, largest formula error: {formula_error:.1e}")
print(f"same, with outside phase of r1: {wrong_phase_error:.3f}")
print(f"resonance energy Er: {e_res / EV:.5f} eV")
print(f"resonance energy Er: {e_res:.6f} hartree")
print(f"k at Er: {k_res * ANGSTROM:.4f} 1/angstrom")
print(f"kappa at Er: {kappa_res * ANGSTROM:.4f} 1/angstrom")
print(f"T1 at Er: {T1:.5f}")
print(f"T2 at Er: {T2:.6f}")
print(f"arg r1 at Er: {np.angle(r1):.4f} rad")
print(f"arg r2 at Er: {np.angle(r2):.4f} rad")
print(f"2 k w at Er: {2 * k_res * WELL:.4f} rad")
print(f"dtheta/dE at Er: {EV / nu:.3f} rad/eV")
print(f"hbar nu, full phase slope: {nu / EV:.5f} eV")
print(f"hbar nu, thick-barrier formula: {nu_thick / EV:.5f} eV")
print(f"hbar v/(2w), no reflection delay: {nu_naive / EV:.5f} eV")
print(f"w + 2/kappa: {(WELL + 2 / kappa_res) / ANGSTROM:.3f} angstrom")
print(f"partial width G1: {g1 / EV:.6f} eV")
print(f"partial width G2: {g2 / EV:.6f} eV")
print(f"total width G1+G2: {gamma / EV:.6f} eV")
print(f"total width G1+G2: {gamma:.4e} hartree")
print(f"half-maximum width, direct: {fwhm / EV:.6f} eV")
print(f"width predicted with v/(2w): {width_naive / EV:.6f} eV")
print(f"width from complex pole: {pole_width / EV:.6f} eV")
print(f"real part of pole: {pole.real / EV:.5f} eV")
print(f"leakage ratio left/right at pole: {leak_ratio:.3f}")
print(f"G1/G2: {g1 / g2:.3f}")
for count in (1, 10, 100, 1000):
    print(f"T at Er from {count} paths: {abs(path_sums[count - 1])**2:.6f}")
print(f"T at Er, direct: {T_res:.6f}")
print(f"T at Er, Breit-Wigner: {breit_wigner(e_res, e_res, g1, g2):.6f}")
print(f"product T1 T2 at Er: {T1 * T2:.3e}")
print("(E-Er)/(G1+G2), T direct, T formula, T Breit-Wigner:")
for offset in (-2.0, -1.0, -0.5, 0.5, 1.0, 2.0):
    energy = e_res + offset * gamma
    exact = direct_T(energy, B1, B2)
    closed = formula_T(energy, B1, B2)
    assert abs(exact - closed) < 1e-9
    approx = breit_wigner(energy, e_res, g1, g2)
    print(f"  {offset:+.1f}  {exact:.5f}  {closed:.5f}  {approx:.5f}")
print(f"Breit-Wigner error / peak, example: {error_example:.2e}")
print(f"same, both barriers 3 angstrom thicker: {error_thick:.2e}")
print(f"off-resonance energy: {e_off / EV:.2f} eV")
print(f"T1, T2 there: {T1_off:.5f}, {T2_off:.5f}")
print(f"theta there, modulo 2 pi: {theta_off:.4f} rad")
print(f"T there, direct: {T_off:.3e}")
print(f"equal 5 angstrom barriers, Er: {e_sym / EV:.5f} eV")
print(f"equal 5 angstrom barriers, T at Er: {T_sym:.8f}")
print("done: every assertion held")
```

Printed output:

```
barrier height: 1.00 eV
barrier widths: 5.0, 7.0 angstrom
well width: 10.0 angstrom
stepped barriers, largest formula error: 2.0e-15
same, with outside phase of r1: 0.752
resonance energy Er: 0.19010 eV
resonance energy Er: 0.006986 hartree
k at Er: 0.2234 1/angstrom
kappa at Er: 0.4611 1/angstrom
T1 at Er: 0.02439
T2 at Er: 0.003872
arg r1 at Er: -2.2296 rad
arg r2 at Er: -2.2378 rad
2 k w at Er: 4.4674 rad
dtheta/dE at Er: 16.867 rad/eV
hbar nu, full phase slope: 0.05929 eV
hbar nu, thick-barrier formula: 0.05936 eV
hbar v/(2w), no reflection delay: 0.08510 eV
w + 2/kappa: 14.338 angstrom
partial width G1: 0.001446 eV
partial width G2: 0.000230 eV
total width G1+G2: 0.001675 eV
total width G1+G2: 6.1567e-05 hartree
half-maximum width, direct: 0.001694 eV
width predicted with v/(2w): 0.002405 eV
width from complex pole: 0.001694 eV
real part of pole: 0.19009 eV
leakage ratio left/right at pole: 6.364
G1/G2: 6.298
T at Er from 1 paths: 0.000094
T at Er from 10 paths: 0.008317
T at Er from 100 paths: 0.271359
T at Er from 1000 paths: 0.469429
T at Er, direct: 0.469430
T at Er, Breit-Wigner: 0.472982
product T1 T2 at Er: 9.442e-05
(E-Er)/(G1+G2), T direct, T formula, T Breit-Wigner:
  -2.0  0.02668  0.02668  0.02782
  -1.0  0.09332  0.09332  0.09460
  -0.5  0.23549  0.23549  0.23649
  +0.5  0.23906  0.23906  0.23649
  +1.0  0.09779  0.09779  0.09460
  +2.0  0.02976  0.02976  0.02782
Breit-Wigner error / peak, example: 7.57e-03
same, both barriers 3 angstrom thicker: 5.07e-04
off-resonance energy: 0.40 eV
T1, T2 there: 0.07013, 0.01474
theta there, modulo 2 pi: 2.9448 rad
T there, direct: 2.724e-04
equal 5 angstrom barriers, Er: 0.18962 eV
equal 5 angstrom barriers, T at Er: 1.00000000
done: every assertion held
```
